# Normal Phonon Collisions, Drifting Bose Distributions and Infinite Thermal Conductivity: a program that tests the result

```python
"""Normal three-phonon processes and the drifting Bose distribution.

Result under test: if all collisions conserve crystal momentum, the distribution
n_u = 1/(exp[hbar(omega - q u)/kT] - 1) is stationary, the steady conductivity is
infinite (the driven current grows linearly in time), and yet the single-mode
relaxation-time conductivity is finite.

Model: ring of N cells, q = 2 pi m/(N a), a slow and a fast branch, omega = c|q|.
A process i + j <-> k has weight W and occupation change sigma (-1, -1, +1).
Linear response: n = n0 + D phi, D = n0(n0+1); collision term = -A phi.
Drive: b = D hbar omega v/(k T^2); kappa = (k T^2/V) b.psi with A psi = b.
eps multiplies the weights of the umklapp processes. SI units inside.
"""
import numpy as np
from scipy.constants import hbar, k as kB
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import root

N, a, T0 = 45, 0.5e-9, 100.0
c_slow, ratio, w0 = 3000.0, 2, 1.0e11
M = (N - 1) // 2
V = N * a**3
modes = [(s, m) for s in (1, ratio) for m in range(-M, M + 1) if m != 0]
index = {mode: i for i, mode in enumerate(modes)}
speed = np.array([s for s, m in modes])
m = np.array([mm for s, mm in modes], dtype=float)
q = 2 * np.pi * m / (N * a)
omega = c_slow * speed * np.abs(q)
v = c_slow * speed * np.sign(q)
size = len(modes)


def bose(T, u=0.0):
    return 1 / np.expm1(hbar * (omega - q * u) / (kB * T))


# All energy-conserving triples, found with integer arithmetic
found = {0: [], 1: []}
for i, (s1, m1) in enumerate(modes):
    for j in range(i, size):
        s2, m2 = modes[j]
        energy = s1 * abs(m1) + s2 * abs(m2)
        for kk, (s3, m3) in enumerate(modes):
            if s3 * abs(m3) == energy and (m1 + m2 - m3) % N == 0:
                found[int(m1 + m2 != m3)].append((i, j, kk))


class Processes:
    def __init__(self, triples):
        self.i, self.j, self.k = np.array(triples).T
        self.W = w0 * np.abs(m[self.i] * m[self.j] * m[self.k]) / M**3
        self.sigma = np.zeros((len(triples), size))
        rows = np.arange(len(triples))
        np.add.at(self.sigma, (rows, self.i), -1)
        np.add.at(self.sigma, (rows, self.j), -1)
        np.add.at(self.sigma, (rows, self.k), 1)

    def forward(self, n):
        return self.W * n[self.i] * n[self.j] * (n[self.k] + 1)

    def backward(self, n):
        return self.W * (n[self.i] + 1) * (n[self.j] + 1) * n[self.k]

    def collision(self, n):
        return self.sigma.T @ (self.forward(n) - self.backward(n))

    def imbalance(self, n):
        gross = np.abs(self.sigma).T @ (self.forward(n) + self.backward(n))
        used = gross > 0
        return np.max(np.abs(self.collision(n)[used]) / gross[used])

    def matrix(self, n):
        return self.sigma.T @ (self.forward(n)[:, None] * self.sigma)


normal, umklapp = Processes(found[0]), Processes(found[1])
n0 = bose(T0)
D = n0 * (n0 + 1)
A_N, A_U = normal.matrix(n0), umklapp.matrix(n0)
b = D * hbar * omega * v / (kB * T0**2)
pref = kB * T0**2 / V


def current(n):
    return np.sum(hbar * omega * v * n) / V


# Stationarity of the drifting distribution, with two controls
u_test = 1000.0
n_u = bose(T0, u_test)
res_N, res_U = normal.imbalance(n_u), umklapp.imbalance(n_u)
n_wrong = 1 / np.expm1(hbar * omega * (1 - 0.2 * np.sign(q)) / (kB * T0))
res_wrong = normal.imbalance(n_wrong)
assert res_N < 1e-12
assert res_U > 1e-2 and res_wrong > 1e-3

# Linearized matrix against finite differences of the nonlinear collision term
rng = np.random.default_rng(1)
for proc, A in ((normal, A_N), (umklapp, A_U)):
    phi = rng.normal(size=size)
    h = 1e-5
    slope_fd = (proc.collision(n0 + h * D * phi)
                - proc.collision(n0 - h * D * phi)) / (2 * h)
    assert np.max(np.abs(slope_fd + A @ phi)) < 1e-6 * np.max(np.abs(A @ phi))

# Collision invariants: energy and momentum, then energy alone with umklapp
root_D = np.sqrt(D)


def spectrum(A):
    return np.linalg.eigvalsh(A / np.outer(root_D, root_D))


eig_N, eig_all = spectrum(A_N), spectrum(A_N + A_U)
null_N = int(np.sum(eig_N < 1e-10 * eig_N[-1]))
null_all = int(np.sum(eig_all < 1e-10 * eig_all[-1]))
assert null_N == 2 and null_all == 1
gamma_min = eig_N[2]
scale_A = np.max(np.abs(A_N))
assert np.max(np.abs(A_N @ m)) < 1e-11 * scale_A * M
assert np.max(np.abs(A_N @ (speed * np.abs(m)))) < 1e-11 * scale_A * M

# Single-mode lifetimes from one-mode disturbances, heat capacity from dn/dT
tau = np.zeros(size)
for i in range(size):
    dn = np.zeros(size)
    dn[i] = 1e-3 * n0[i]
    change = normal.collision(n0 + dn)[i] - normal.collision(n0 - dn)[i]
    tau[i] = -2 * dn[i] / change
heat_cap = hbar * omega * (bose(T0 + 0.01) - bose(T0 - 0.01)) / 0.02
kappa_S_direct = np.sum(heat_cap * v**2 * tau) / V
kappa_S = pref * np.sum(b**2 / np.diag(A_N))
assert np.all(tau > 0)
assert abs(kappa_S_direct / kappa_S - 1) < 1e-5
qDq = m @ (D * m)
loss_S = m @ (np.diag(A_N) * m) / qDq
loss_true = m @ A_N @ m / qDq
assert abs(loss_true) < 1e-10 * loss_S

# Heat current of the drifting gas without any temperature gradient
J_drift = current(n_u)
J_per_u = np.sum(hbar * omega * v * D * hbar * q) / (kB * T0 * V)
J_per_u_fd = (current(bose(T0, 1.0)) - current(bose(T0, -1.0))) / 2
assert abs(J_per_u_fd / J_per_u - 1) < 1e-5
overlap = b @ m
assert overlap > 0

# Nonlinear relaxation of a heat-carrying state by normal processes
T_hot = 130.0
n_start = np.where((speed == ratio) & (m > 0), bose(T_hot), n0)
t_end = 40 * max(1 / gamma_min, tau.max())
run = solve_ivp(lambda t, n: normal.collision(n), (0, t_end), n_start,
                method="BDF", rtol=1e-9, atol=1e-11)
assert run.success
n_end = run.y[:, -1]
E_start, P_start = omega @ n_start, q @ n_start


def mismatch(z):
    n = bose(100 * z[0], 1000 * z[1])
    return [omega @ n / E_start - 1, q @ n / P_start - 1]


fit = root(mismatch, [1.05, 0.2], tol=1e-12)
assert np.max(np.abs(fit.fun)) < 1e-9
T_fin, u_fin = 100 * fit.x[0], 1000 * fit.x[1]
n_pred = bose(T_fin, u_fin)
dev_end = np.max(np.abs(n_end / n_pred - 1))
assert dev_end < 1e-5
J_start, J_end = current(n_start), current(n_end)
J_end_S = current(n0 + (n_start - n0) * np.exp(-t_end / tau))
assert J_end > 0.05 * J_start and abs(J_end_S) < 1e-8 * J_start

# Driven response in time by matrix exponential, against the derived asymptote
generator = -A_N / D[:, None]
drive = b / D
unit = np.max(np.abs(drive)) / np.max(np.abs(generator))
augmented = np.zeros((size + 1, size + 1))
augmented[:size, :size] = generator
augmented[:size, size] = drive / unit


def kappa_time(t):
    return pref * unit * (b @ expm(augmented * t)[:size, size])


t1, t2 = 25 / gamma_min, 50 / gamma_min
k1, k2 = kappa_time(t1), kappa_time(t2)
growth_num = (k2 - k1) / (t2 - t1)
offset_num = k1 - growth_num * t1
growth = pref * overlap**2 / qDq
b_perp = b - D * m * overlap / qDq
offset = pref * b_perp @ np.linalg.pinv(A_N, rcond=1e-11, hermitian=True) @ b_perp
assert abs(growth_num / growth - 1) < 1e-6
assert abs(offset_num / offset - 1) < 1e-4

# Weak umklapp scattering: direct solution in the space odd under q -> -q
odd = np.zeros((size, size // 2))
for col, i in enumerate(np.flatnonzero(m > 0)):
    s, mm = modes[i]
    odd[i, col], odd[index[(s, -mm)], col] = np.sqrt(0.5), -np.sqrt(0.5)
b_odd = odd.T @ b
G_index = np.rint((m[umklapp.i] + m[umklapp.j] - m[umklapp.k]) / N)
qAUq = np.sum(umklapp.forward(n0) * (G_index * N)**2)
assert abs(m @ A_U @ m / qAUq - 1) < 1e-10
table = []
for eps in (1.0, 1e-1, 1e-2, 1e-3, 1e-4, 1e-6):
    A = A_N + eps * A_U
    full = pref * b_odd @ np.linalg.solve(odd.T @ A @ odd, b_odd)
    bound = pref * overlap**2 / (eps * qAUq)
    single = pref * np.sum(b**2 / np.diag(A))
    assert full >= bound * (1 - 1e-8)
    table.append((eps, full, bound, single))
assert abs(table[-1][1] / table[-1][2] - 1) < 1e-3
assert abs(table[-1][3] / kappa_S - 1) < 1e-4

print(f"cells N = {N}, a = {a*1e9:.2f} nm, V = {V*1e27:.3f} nm^3")
print(f"T = {T0:.0f} K, speeds = {c_slow:.0f}, {ratio*c_slow:.0f} m/s")
print(f"weight scale w0 = {w0*1e-12:.2f} /ps, largest |m| = {M}")
print(f"modes {size}, normal {len(found[0])}, umklapp {len(found[1])}")
print(f"drift u = {u_test:.0f} m/s")
for name, proc, triple in (
        ("normal", normal, ((1, 12), (1, -4), (2, 8))),
        ("umklapp", umklapp, ((1, 10), (1, 20), (2, -15)))):
    ids = [index[t] for t in triple]
    assert tuple(sorted(ids[:2]) + ids[2:]) in found[int(name == "umklapp")]
    x, y, z = n_u[ids]
    print(f"{name} (speed factor, m): {triple}")
    print(f"  drifting occupations: {x:.6f} {y:.6f} {z:.6f}")
    print(f"  n1 n2 (n3+1) = {x*y*(z+1):.6f}")
    print(f"  (n1+1)(n2+1) n3 = {(x+1)*(y+1)*z:.6f}")
print(f"relative imbalance, normal: {res_N:.1e}")
print(f"relative imbalance, umklapp: {res_U:.3f}")
print(f"same 20% shift in both branches, normal: {res_wrong:.4f}")
print(f"invariants: normal {null_N}, with umklapp {null_all}")
print(f"slowest nonzero normal rate = {gamma_min*1e-9:.4f} /ns")
for s, mm in ((1, 1), (1, M), (2, 1), (2, M)):
    print(f"tau(speed factor {s}, m={mm}) = {tau[index[(s, mm)]]*1e12:.3f} ps")
print(f"single-mode kappa, normal only = {kappa_S:.3f} W/(m K)")
print(f"false momentum loss rate = {loss_S*1e-9:.4f} /ns")
print(f"drift heat current, no gradient = {J_drift:.4e} W/m^2")
print(f"linear coefficient J/u = {J_per_u:.4e} J/m^3")
print(f"relaxation: fast right-movers start at {T_hot:.0f} K")
print(f"  duration = {t_end*1e9:.2f} ns")
print(f"  final T = {T_fin:.4f} K, u = {u_fin:.3f} m/s")
print(f"  largest relative deviation from n_u = {dev_end:.1e}")
print(f"  current start = {J_start:.4e} W/m^2")
print(f"  current end = {J_end:.4e} W/m^2")
print(f"  single-mode current at end = {J_end_S:.1e} W/m^2")
print(f"driven growth, time run = {growth_num*1e-12:.5f} W/(m K ps)")
print(f"driven growth, formula = {growth*1e-12:.5f} W/(m K ps)")
print(f"offset, time run = {offset_num:.4f} W/(m K)")
print(f"offset, formula = {offset:.4f} W/(m K)")
print("eps | full | lower bound | single-mode, W/(m K)")
for eps, full, bound, single in table:
    print(f"{eps:.0e} | {full:.5e} | {bound:.5e} | {single:.3f}")
print("checks complete")
```

Output:

```
cells N = 45, a = 0.50 nm, V = 5.625 nm^3
T = 100 K, speeds = 3000, 6000 m/s
weight scale w0 = 0.10 /ps, largest |m| = 22
modes 88, normal 508, umklapp 28
drift u = 1000 m/s
normal (speed factor, m): ((1, 12), (1, -4), (2, 8))
  drifting occupations: 1.495908 2.458534 0.742312
  n1 n2 (n3+1) = 6.407771
  (n1+1)(n2+1) n3 = 6.407771
umklapp (speed factor, m): ((1, 10), (1, 20), (2, -15))
  drifting occupations: 1.879562 0.742312 0.119189
  n1 n2 (n3+1) = 1.561517
  (n1+1)(n2+1) n3 = 0.597984
relative imbalance, normal: 5.2e-16
relative imbalance, umklapp: 0.446
same 20% shift in both branches, normal: 0.0337
invariants: normal 2, with umklapp 1
slowest nonzero normal rate = 1.6089 /ns
tau(speed factor 1, m=1) = 291.739 ps
tau(speed factor 1, m=22) = 1.244 ps
tau(speed factor 2, m=1) = 617.224 ps
tau(speed factor 2, m=22) = 2.302 ps
single-mode kappa, normal only = 189.157 W/(m K)
false momentum loss rate = 309.0264 /ns
drift heat current, no gradient = 2.0630e+10 W/m^2
linear coefficient J/u = 1.8969e+07 J/m^3
relaxation: fast right-movers start at 130 K
  duration = 24.86 ns
  final T = 106.9957 K, u = 153.601 m/s
  largest relative deviation from n_u = 1.1e-11
  current start = 8.2488e+09 W/m^2
  current end = 3.1697e+09 W/m^2
  single-mode current at end = -2.7e-07 W/m^2
driven growth, time run = 2.61310 W/(m K ps)
driven growth, formula = 2.61310 W/(m K ps)
offset, time run = 151.5184 W/(m K)
offset, formula = 151.5185 W/(m K)
eps | full | lower bound | single-mode, W/(m K)
1e+00 | 3.00841e+02 | 5.32554e+01 | 188.106
1e-01 | 7.95479e+02 | 5.32554e+02 | 188.985
1e-02 | 5.59173e+03 | 5.32554e+03 | 189.138
1e-03 | 5.35219e+04 | 5.32554e+04 | 189.155
1e-04 | 5.32820e+05 | 5.32554e+05 | 189.157
1e-06 | 5.32556e+07 | 5.32554e+07 | 189.157
checks complete
```
